# Fracture of a spring network by rank-one updates of its inverse stiffness

## What goes wrong with the direct scheme

Model a thin brittle film, stretched between two grips, as a network of springs with random strengths. The direct way to fracture it is to raise the grip displacement by a finite step, solve for equilibrium, delete every spring above its strength, and repeat until the film has fallen into two pieces. This has four faults.

First, the result depends on the step. Breaking one spring changes the tension in the others, so a spring that was overstressed at the end of the step may be relieved by the failure of its neighbour. Deleting both at once forbids that relief. Secondly, each deletion calls for a new solution, although only one spring has changed. Thirdly, the obvious cure, updating the inverse stiffness matrix, involves a division by a number that can be zero. Fourthly, the stopping rule can fail: a network may lose all its load while a chain of springs still joins the two halves.

The first fault is removed by breaking one spring at a time, the others by examining what one removal does.

## The equilibrium problem

Let the left grip be fixed and the right grip move by \(\lambda\) along \(x\). The free nodes carry no applied force, and their displacements form a vector \(u\) with \(N\) components. For small displacements the elongation of spring \(b\) is linear,
\[
e_b=a_b\cdot u+\lambda c_b .
\]
The vector \(a_b\) holds the direction cosines of the spring, with opposite signs at its two ends. The number \(c_b\) is the elongation caused by unit grip displacement with the free nodes held still. It differs from zero only for springs attached to the right grip.

With stiffnesses \(k_b\), the energy is \(\tfrac12\sum_b k_b e_b^2\). Setting its derivative with respect to \(u\) to zero gives
\[
\sum_b k_b e_b a_b=0,\qquad K=\sum_b k_b a_b a_b^{T},\qquad h=\sum_b k_b c_b a_b,
\]
so \(Ku=-\lambda h\). The intact network is assumed to have no free motion that leaves all lengths unchanged to first order. Then \(K\) is positive definite, \(G=K^{-1}\) exists, and \(u=\lambda v\) with \(v=-Gh\).

The tension per unit grip displacement is
\[
t_b=k_b(a_b\cdot v+c_b),\qquad \sum_b t_b a_b=0 ,
\]
the second relation being force balance. The energy is \(\tfrac12C\lambda^2\), where
\[
C=\sum_b \frac{t_b^2}{k_b}=\sum_b t_b(a_b\cdot v+c_b)=\sum_b c_bt_b .
\]
Force balance removed the term in \(v\). Differentiating the energy with respect to \(\lambda\) gives the grip force \(F=C\lambda\), so \(C\) is the grip stiffness.

## Which spring breaks

A spring breaks irreversibly when its tension reaches \(\theta_b>0\), and compression does not break it. Spring \(b\) with \(t_b>0\) reaches its limit at \(\lambda=\theta_b/t_b\). The first to do so has the largest \(t_b/\theta_b\). Since every tension is proportional to \(\lambda\), the same spring is also the most overstressed one if the grip already stands beyond this displacement. The order of breaking can therefore be found without any load step.

If several springs are overstressed at once, choosing the largest ratio is a rule of the model. A dynamic calculation with inertia could choose differently.

There is always a candidate while \(C>0\). A spring joining a free node to the right grip points towards positive \(x\) in the strip used below, so \(c_b>0\) for it, and \(c_b=0\) for the rest. As \(\sum_b c_bt_b=C>0\), at least one spring is in tension.

## Removing one spring

Let \(b\) be the chosen spring. Its removal changes \(K\) to \(K'=K-k_ba_ba_b^T\). Define
\[
g=Ga_b,\qquad r=1-k_b\,a_b\cdot g .
\]
Because the change in \(K\) is the product of one column and one row, try \(G'=G+\alpha gg^T\). Using \(Kg=a_b\) and \(a_b^TG=g^T\),
\[
\begin{aligned}
K'G'&=1+\alpha a_bg^T-k_ba_bg^T-\alpha k_b(a_b\cdot g)a_bg^T\\
&=1+(\alpha r-k_b)a_bg^T .
\end{aligned}
\]
The bracket vanishes for \(\alpha=k_b/r\), which gives the Sherman–Morrison formula
\[
G'=G+\frac{k_b}{r}gg^T .
\]

The displacement can be updated too. The new equilibrium equation is \(K'v'=-h+k_bc_ba_b\), because the spring's contribution leaves \(h\). On the other hand \(K'v=-h-k_ba_b(a_b\cdot v)\). Subtraction gives
\[
K'(v'-v)=k_b(c_b+a_b\cdot v)a_b=t_ba_b .
\]
Since \(k_ba_b\cdot g=1-r\), we have \(G'a_b=g[1+(1-r)/r]=g/r\), and hence
\[
v'=v+\frac{t_b}{r}g .
\]
Physically, removing the spring removes the pair of forces with which it pulled its ends together. The displacement responds as if the opposite pair had been applied to the weakened network.

The loss of grip stiffness follows from \(C=\sum_jc_jt_j\). The removed spring takes away \(c_bt_b\), and the survivors change their tension by \(k_ja_j\cdot(v'-v)\):
\[
\begin{aligned}
C'-C&=-c_bt_b+\frac{t_b}{r}\,(h-k_bc_ba_b)\cdot g\\
&=\frac{t_b}{r}\left[-c_br-a_b\cdot v-c_b(1-r)\right].
\end{aligned}
\]
Here \(h\cdot g=(Gh)\cdot a_b=-v\cdot a_b\). The terms with \(c_b\) add to \(-c_b\), and the bracket becomes \(-t_b/k_b\). Thus
\[
C'=C-\frac{t_b^2}{k_br}.
\]

## Why the denominator is safe under grip control

The quantity \(r\) measures how well the rest of the network can replace the spring. Hold the grips still and pull the spring's ends apart with a pair of unit forces. Their separation grows by \(a_b\cdot g\). If the rest of the network resists with stiffness \(k_R\), in parallel with the spring, then \(a_b\cdot g=1/(k_b+k_R)\) and
\[
r=\frac{k_R}{k_b+k_R}.
\]
Stiff surroundings give \(r\) near one, and surroundings without resistance give \(r=0\).

To see whether a loaded spring can have \(r=0\), use
\[
a_b\cdot g=g^TKg=\sum_jk_j(a_j\cdot g)^2\ge k_b(a_b\cdot g)^2 .
\]
Dividing by the positive number \(a_b\cdot g\) gives \(k_ba_b\cdot g\le1\), or \(r\ge0\). If \(r=0\), the inequality is an equality, so \(a_j\cdot g=0\) for every \(j\ne b\). Multiplying the force balance by \(g\) then leaves \(t_b(a_b\cdot g)=0\). Since \(a_b\cdot g=1/k_b\), it follows that \(t_b=0\).

A spring whose removal would make the matrix singular thus carries no tension and is never selected. For a loaded spring \(r>0\). As the new energy cannot be negative, \(C'\ge0\), and the stiffness formula supplies a lower bound,
\[
r\ge\frac{t_b^2}{k_bC},
\]
with equality when the break removes the last of the load.

The stiffness matrix stays positive definite. Write \(K'=K(1-k_bga_b^T)\). The second factor differs from the unit matrix by a rank-one term, so its determinant is \(1-k_ba_b\cdot g=r\), and
\[
\det K'=r\det K>0 .
\]
Being a sum of squares, \(K'\) has no negative eigenvalue; its positive determinant excludes a zero one. A positive definite matrix of order \(N\) needs at least \(N\) springs. The number of breaks therefore cannot exceed the initial number of springs minus \(N\), and the procedure must end.

## Why dead load is different

Now let a constant force pull the right grip, whose displacement becomes an unknown. The enlarged stiffness matrix is
\[
\hat K=\begin{pmatrix}K&h\\h^T&q\end{pmatrix},\qquad q=\sum_bk_bc_b^2 .
\]
Eliminating the free nodes leaves the grip stiffness \(q-h^TGh=q+h\cdot v=\sum_bc_bt_b=C\). Hence \(\det\hat K=C\det K\). The denominator of the enlarged update is the ratio of determinants after and before removal,
\[
\hat r=\frac{C'\det K'}{C\det K}=r\frac{C'}{C}.
\]
At the last break \(C'=0\), so \(\hat r=0\) although \(r>0\). The division by zero has a physical cause: no equilibrium exists for a finite force on a grip that nothing holds back.

The remedy is to calculate with a prescribed grip displacement even when the force-controlled strength is wanted. Number the breaks by \(n\), and let \(C_n\) and \(\lambda_n\) be the stiffness before break \(n\) and the displacement at which it would occur. The corresponding force is \(C_n\lambda_n\), and the force-controlled strength is the largest of these values.

Displacement control has the same strength. The real grip does not move backwards, so break \(n\) happens at the running maximum \(\Lambda_n=\max_{m\le n}\lambda_m\). If \(\lambda_n<\Lambda_n\), some earlier break \(m\) had \(\lambda_m=\Lambda_n\) and \(C_m\ge C_n\), so \(C_m\lambda_m\ge C_n\lambda_n\). The largest force thus occurs at a displacement that the grip really reaches from equilibrium.

Breaks sharing one \(\Lambda_n\) form an avalanche. At fixed grips, each releases \(\tfrac12\Lambda_n^2(C_n-C_{n+1})\). No energy is stored at the end, so the total work done by the grip is
\[
W=\sum_n\frac{\Lambda_n^2t_n^2}{2k_nr_n},
\]
where \(t_n\), \(k_n\) and \(r_n\) belong to the spring removed at break \(n\). The released energy is assumed to be dissipated before the next break.

## When to stop

Stop when \(C=0\), which means that no spring carries load. Whether the network has also come apart depends on the kind of spring.

In a scalar network each node has one displacement \(w\), the right grip is moved in \(w\), and the difference of \(w\) between the ends of a spring takes the place of the elongation. This is a different kind of element. If \(w\) is perpendicular to the film, an unstressed central-force spring lengthens only at second order in that difference, so the scalar bond must be read as a shear element, as in out-of-plane tearing. If \(C=0\), all these differences vanish. Along a path from the left grip to the right one they would have to add up to the grip displacement, so no path can exist. Conversely, if no path exists, everything attached to the right grip can move with it at no energy cost. Loss of load and geometric disconnection then coincide. Here a spring breaks when \(|t_b|\) reaches its limit, since the sign has no physical meaning.

Central-force springs resist a change of length but not rotation. Take one free node joined to fixed points by three springs of stiffness \(k\) and length \(\ell\), two going left at 120° and 240° to the \(x\) axis and one going right along it. Summing the products of direction cosines gives \(K=\tfrac32k\) times the unit matrix. Unit displacement of the right point moves the node by \(\tfrac23\) along \(x\). The right spring lengthens by \(1-\tfrac23=\tfrac13\), and each left spring by \(\tfrac12\cdot\tfrac23=\tfrac13\). Therefore
\[
C=3k\left(\tfrac13\right)^2=\tfrac13k,\qquad r=1-\tfrac23=\tfrac13 .
\]
If the upper left spring breaks,
\[
C'=\tfrac13k-\frac{(k/3)^2}{k/3}=0,\qquad \det K'=\tfrac13\cdot\tfrac94k^2=\tfrac34k^2 .
\]
The node is still held, and a bent chain of two springs still joins the grips, but it carries no load to first order.

With finite rotations the chain would eventually tighten. Its ends are initially \(\tfrac32\ell\) apart along \(x\) and \(\tfrac{\sqrt3}{2}\ell\) apart along \(y\). It becomes straight, with length \(2\ell\), when the grip has moved by \(\delta\) such that
\[
\left(\tfrac32\ell+\delta\right)^2+\tfrac34\ell^2=4\ell^2,
\qquad \delta=\left(\tfrac{\sqrt{13}}2-\tfrac32\right)\ell\approx0.30\,\ell .
\]
Up to this displacement the chain can turn without stretching; beyond it, it must stretch. The end of the linear calculation is thus a mechanical disconnection about the original geometry, and a geometric one has to be looked for separately.

## The resulting procedure

1. Build \(K\), invert it once, and calculate \(v\).
2. Find all \(t_b\) and \(C\). Stop if \(C\) is zero within rounding.
3. Select the largest \(t_b/\theta_b\) and record \(\lambda_n=\theta_b/t_b\).
4. Calculate \(g\) and \(r\), update \(G\) and \(v\), delete the spring, and return to step 2.

An update of a dense \(G\) costs of order \(N^2\) operations, against \(N^3\) for a new dense inversion. For a large sparse network the storage of \(G\) may itself be the obstacle. One can then obtain \(g\) from a sparse solution of \(Kg=a_b\) and keep the formulas for \(v\) and \(C\). Rounding errors are watched through \(KG-1\), and \(G\) is rebuilt if they grow.

## A strip pulled to failure

The example is a triangular lattice with 10 rows of 12 nodes, one lattice direction lying along the pull. The end nodes of each row belong to the grips. This leaves 100 free nodes, \(N=200\), and 299 springs of length \(\ell\). Stiffnesses are drawn uniformly between 0.8 and 1.2 \(k\), and thresholds between 0.01 and 0.03 \(k\ell\). The numbers describe one random sample, computed by the procedure above; they are not averages.

The intact stiffness is \(C_1=0.9432\,k\). The first three breaks and the last two are:

| break | \(\lambda_n/\ell\) | \(r\) | \(C_n/k\) | \(C_{n+1}/k\) |
|---|---|---|---|---|
| 1 | 0.1090 | 0.264 | 0.9432 | 0.9130 |
| 2 | 0.1086 | 0.344 | 0.9130 | 0.8852 |
| 3 | 0.1091 | 0.400 | 0.8852 | 0.8345 |
| 42 | 1.962 | 0.141 | 0.00468 | 0.00343 |
| 43 | 2.207 | 0.0126 | 0.00343 | 0 |

The second break needs less displacement than the first, so it follows at once in the same avalanche. The third needs slightly more and starts a new one. In all, 43 springs break in 26 avalanches, the largest containing five. The bound allowed \(299-200=99\) breaks.

The strength is reached at the first break:
\[
F_{\max}=0.9432\,k\times0.10895\,\ell=0.1028\,k\ell .
\]
With a gauge length of \(11\ell\), the mean strain there is \(0.10895/11=0.0099\). No later break requires a larger force. Under dead load the first break would therefore bring down the whole strip, whereas under grip control the damage proceeds in stages, provided that the energy released by each break is dissipated before the next. With weak damping, vibrations can break further springs and enlarge an avalanche.

Assign each row a width \(\tfrac{\sqrt3}{2}\ell\), which makes the strip \(8.66\,\ell\) wide. The peak force per width is \(0.1028/8.66=0.01187\,k\). For the round values \(k=5\) N/m and a film thickness of 1 nm, the peak stress is
\[
\frac{0.01187\times5\ \text{N/m}}{10^{-9}\ \text{m}}\approx59\ \text{MPa}.
\]
These values represent no particular material.

The table also shows where the released energy comes from. In the first break \(C\) falls by 0.0302 \(k\), while the broken spring's own share is \(t_b^2/k_b=r(C_1-C_2)=0.264\times0.0302\,k=0.0080\,k\). The network thus releases \(1/r=3.8\) times the energy held in that spring. In the last break the factor is \(1/0.0126\approx79\): the surroundings have a stiffness of only \(r/(1-r)=0.013\) times that of the spring, and most of the energy sits in them.

The late stage must be read with care. After 36 breaks \(C\) is below 1 % of its initial value, yet the last break needs \(\lambda=2.21\,\ell\), a mean strain of \(2.21/11=0.20\). That is well outside small-displacement theory, which in fact fails much earlier: the largest spring rotation in the linear solution is about 0.01 rad at the first break, 0.1 rad at break 15 and 1 rad at break 30. With finite rotations the same spring breaks first and the peak force stays at \(0.1028\,k\ell\), but the order of breaking departs from the linear one at about the twelfth break. The last break alone contributes \(\tfrac12(2.207)^2(0.003426)=0.0083\,k\ell^2\), a quarter of the total work \(W=0.0330\,k\ell^2\). The work up to the peak is only \(\tfrac12(0.9432)(0.10895)^2=0.0056\,k\ell^2\). The strength is therefore a usable result of this model, but the total work is not a trustworthy fracture energy.

Nor has the strip come apart when its load vanishes. A maximum-flow calculation on the surviving springs gives the smallest number that must still be cut to separate the grips, and it is four. These connections are idle only in the linear theory. Among the surviving springs is a chain of 12 whose ends are initially \(10.5\,\ell\) apart along \(x\) and \(\tfrac{\sqrt3}{2}\ell\) apart along \(y\). It would be taut at \(\lambda=(\sqrt{144-0.75}-10.5)\,\ell\approx1.47\,\ell\), before the last two breaks in the table. With finite rotations the strip would therefore still carry load where the linear calculation finds none. The chain gives only an upper bound on where load returns: the surviving network as a whole stiffens earlier, carrying about \(0.004\,k\ell\) at \(\lambda=0.5\,\ell\) and bringing a spring above its threshold by \(\lambda=0.8\,\ell\).

The same graph, stiffnesses and thresholds with scalar springs behave as the path argument requires. Load and connection disappear together, after 25 breaks, with no spring left to cut. The smallest \(r\) on the way is 0.30, against 0.0126 for central forces.

Rounding is harmless at this size. Through all 43 updates, \(G\) differs from a freshly computed inverse by at most \(1.6\times10^{-14}\) of the largest element of that inverse.

## Residual film stress

A film that would shrink by a strain \(\lambda\), but is held by fixed grips, can be treated with the same update. Each spring now has \(c_b=\ell\), its elongation relative to the shortened natural length. The derivation of \(G'\), \(v'\), \(C'\) and the bound on \(r\) used no special form of \(c_b\), so all four remain valid. Since all \(c_b\) are positive, a spring in tension still exists while \(C>0\).

The stopping rule does change. After a crack has separated the halves, each can remain stressed because its grip prevents contraction along the grip line. Then \(C\) is an energy coefficient, no longer a grip stiffness, and need not vanish at separation. One must follow the connectivity of the graph as well, and stop when the halves have separated or when \(C=0\), whichever comes first; in the second case no spring is left in tension and none can break.

If a fixed residual stress is combined with a growing grip displacement, the tension is \(t_b^{(0)}+\lambda t_b^{(1)}\). The ratio to the threshold no longer keeps the same order at all loads. Both tension fields must be updated after each break. If some springs are then already above their thresholds, the one with the largest ratio breaks at the present \(\lambda\). Otherwise the next break occurs at the smallest larger \(\lambda\) for which a tension reaches its threshold.
